# Mean electron velocity and drift velocity in a steady Townsend avalanche

## Question

I am modelling electrons between parallel plates at about 1 Torr, below breakdown. The cathode emits steadily, the field is uniform, and away from the electrodes the electron density grows as $n(z)\propto e^{\alpha z}$. Nothing depends on time.

I took the mean electron velocity at a point to be the drift velocity $W$ for that reduced field, and then wrote $\alpha=\nu_i/W$, where $\nu_i$ is the ionization frequency of a swarm in the same field. My reasoning was that a steady, uniform field gives every part of the avalanche the same velocity distribution, so there should be one mean velocity, and it should be $W$.

Is that right? If not, what is the mean velocity, and which of the tabulated coefficients, "flux" or "bulk", belong in the formula?

## Answer

The first half of your reasoning holds: far from the electrodes the velocity distribution has the same shape at every $z$. The second half does not follow. That shape belongs to electrons in a density gradient, whereas $W$ belongs to the distribution without one. To first order in the gradient,

$$v_{\rm SST}\equiv\frac{\Gamma}{n}\simeq W-\alpha D_L ,$$

where $\Gamma$ is the electron flux, SST stands for steady-state Townsend, and $W$ and the longitudinal diffusion coefficient $D_L$ are **flux** coefficients.

### The short argument

Let the electric force point along $+z$, so that electrons drift and multiply in that direction. For a density that varies slowly, the flux is

$$\Gamma=Wn-D_L\frac{\partial n}{\partial z}+S\frac{\partial^2 n}{\partial z^2}-\dots \qquad (1)$$

This defines the flux coefficients $W$, $D_L$ and $S$. For $n\propto e^{\alpha z}$ each derivative brings down one factor $\alpha$, so division by $n$ gives

$$v_{\rm SST}=W-\alpha D_L+\alpha^2S-\dots \qquad (2)$$

The minus sign comes from diffusion. There are more electrons downstream than upstream, so random motion carries a net number upstream, against the drift.

Why, then, is $W$ called a drift velocity at all? Consider a swarm released as a pulse, whose density vanishes at both ends. Its velocity averaged over all electrons is $\int\Gamma\,dz/\int n\,dz$. The derivative terms in (1) integrate to zero, which leaves $W$. In the steady avalanche you average at one position, where the gradient does not cancel.

### Where the coefficients come from

Equation (1) needs a kinetic basis, and ionization makes it easy to mix up two sets of coefficients. For a dilute swarm the distribution $f(z,\mathbf v,t)$ obeys the linear equation

$$\frac{\partial f}{\partial t}+v_z\frac{\partial f}{\partial z}=Lf,\qquad L=C-\frac{F}{m}\frac{\partial}{\partial v_z}, \qquad (3)$$

where $F$ is the force, $m$ the electron mass, and $C$ describes collisions with the gas, including the electrons released by ionization. Integrate over velocity. The acceleration term vanishes because $f$ vanishes at large speed. Elastic and exciting collisions conserve electrons, and each ionization adds one. Therefore

$$\frac{\partial n}{\partial t}+\frac{\partial\Gamma}{\partial z}=\nu n, \qquad (4)$$

with $\nu$ the ionization frequency averaged over the local distribution.

Now look for solutions with an exponential density,

$$f=e^{\kappa z+\omega t}\phi_\kappa(\mathbf v),\qquad \int\phi_\kappa\,d^3v=1 .$$

Since $\partial_t\to\omega$ and $\partial_z\to\kappa$, equation (3) becomes

$$(L-\kappa v_z)\phi_\kappa=\omega(\kappa)\phi_\kappa . \qquad (5)$$

I take the mode that connects smoothly to the relaxed, positive distribution at $\kappa=0$, and assume that all other modes decay faster. Write $u(\kappa)=\int v_z\phi_\kappa d^3v$ for its mean velocity and $\nu(\kappa)$ for its mean ionization frequency. Equation (4) then reads

$$\omega(\kappa)=\nu(\kappa)-\kappa u(\kappa). \qquad (6)$$

For small $\kappa$, expand

$$\phi_\kappa=\phi_0+\kappa\phi_1+\kappa^2\phi_2+\dots,\qquad \omega=R_0+\kappa\omega_1+\kappa^2\omega_2+\dots$$

The normalization must hold for every $\kappa$, so $\int\phi_0d^3v=1$ and $\int\phi_1d^3v=\int\phi_2d^3v=0$. Collecting equal powers of $\kappa$ in (5) gives

$$L\phi_0=R_0\phi_0,$$
$$(L-R_0)\phi_1=v_z\phi_0+\omega_1\phi_0,$$
$$(L-R_0)\phi_2=v_z\phi_1+\omega_1\phi_1+\omega_2\phi_0. \qquad (7)$$

The mean velocity is $u=\int v_z\phi_0+\kappa\int v_z\phi_1+\kappa^2\int v_z\phi_2+\dots$. Equation (1), applied to $n\propto e^{\kappa z}$, gives $u=W-\kappa D_L+\kappa^2S$. Comparing the two,

$$W=\int v_z\phi_0\,d^3v,\quad D_L=-\int v_z\phi_1\,d^3v,\quad S=\int v_z\phi_2\,d^3v. \qquad (8)$$

The steady avalanche is the member of this family with no time dependence, $\omega(\alpha)=0$. Setting $\kappa=\alpha$ gives (2), and (6) becomes

$$\alpha v_{\rm SST}=\nu_{\rm SST},\qquad \nu_{\rm SST}\equiv\nu(\alpha). \qquad (9)$$

Equation (9) is particle balance and uses no gradient expansion. The approximation lies in cutting (2) after the term in $D_L$.

### Why bulk coefficients give something else

Bulk coefficients describe how the density profile of a released swarm evolves:

$$\frac{\partial n}{\partial t}=R_0n-W_B\frac{\partial n}{\partial z}+D_B\frac{\partial^2n}{\partial z^2}-\dots \qquad (10)$$

To see what $W_B$ means, let $N=\int n\,dz$. Integration of (10) gives $\dot N=R_0N$. Multiplying (10) by $z$ and integrating by parts gives $d(N\langle z\rangle)/dt=R_0N\langle z\rangle+W_BN$. Subtracting $\dot N\langle z\rangle$ leaves $d\langle z\rangle/dt=W_B$. This is the velocity of the centre of the swarm, which can move because electrons move and also because new ones appear preferentially on one side.

Inserting $e^{\kappa z+\omega t}$ in (10) gives $\omega=R_0-\kappa W_B+\kappa^2D_B$, so $\omega_1=-W_B$ and $\omega_2=D_B$. Write also $\nu(\kappa)=R_0+\kappa R_1+\kappa^2R_2+\dots$. The first and second orders of (6) are

$$-W_B=R_1-W,\qquad D_B=R_2+D_L ,$$

and hence

$$R_1=W-W_B,\qquad R_2=D_B-D_L. \qquad (11)$$

The two sets differ because a density gradient changes the mean ionization frequency. Now put $\omega(\alpha)=0$ into the bulk expansion and divide by $\alpha$:

$$W_B-\alpha D_B\simeq\frac{R_0}{\alpha}. \qquad (12)$$

The left side looks like the formula for $v_{\rm SST}$, but the right side contains the gradient-free frequency $R_0$. By (9), the velocity is $\nu_{\rm SST}/\alpha$.

### A case that can be solved by hand

Suppose that the ionization frequency had the same value $\nu$ at every electron speed. This is artificial, since real ionization has a threshold, but it removes the flux–bulk difference: $R_1=R_2=0$. Keeping $W$ and $D_L$ only, (2) and (9) give $\alpha(W-\alpha D_L)=\nu$, or

$$D_L\alpha^2-W\alpha+\nu=0,\qquad \alpha=\frac{W-\sqrt{W^2-4\nu D_L}}{2D_L}.$$

The minus sign is the right choice because $\alpha$ must vanish with $\nu$. The velocity follows as

$$v_{\rm SST}=W-\alpha D_L=\frac{W+\sqrt{W^2-4\nu D_L}}{2}.$$

With $x=\nu D_L/W^2\ll1$, the square root is $W(1-2x-2x^2-\dots)$. Thus

$$\alpha\simeq\frac{\nu}{W}(1+x),\qquad v_{\rm SST}\simeq W(1-x).$$

Your formula $\alpha=\nu/W$ is the leading term. The corrected avalanche grows faster in space, because slower electrons ionize more often per unit length. With a real threshold, the change in $\nu$ itself competes with this effect, as the numbers below show. The formula should not be pushed to $4\nu D_L\approx W^2$, where the gradient is no longer weak.

### Numbers for a model gas

Take a gas at 1.0 Torr and 300 K in a reduced field of 250 Td, which is 80.5 V/cm. Elastic scattering is isotropic with a constant cross section of 10 Å$^2$. At electron energy $\varepsilon$ in eV, the excitation and ionization cross sections are $5(1-10/\varepsilon)$ and $3(1-15/\varepsilon)$ Å$^2$ above their thresholds of 10 and 15 eV, and zero below. The two electrons leaving an ionization share the remaining energy equally, and all scattering is isotropic. Recoil and thermal motion of the gas particles are neglected, so the temperature only sets the gas density.

Solving (7) and (8) numerically, with the angular dependence expanded in six Legendre terms, gives

$$W=2.224\times10^7\ {\rm cm/s},\qquad D_L=9.904\times10^5\ {\rm cm^2/s}.$$

Solving (5) directly for the steady mode, without expanding in the gradient, gives $\alpha=0.5254$ cm$^{-1}$ and $v_{\rm SST}=2.173\times10^7$ cm/s. The correction is

$$\alpha D_L=0.5254\times9.904\times10^5=5.20\times10^5\ {\rm cm/s},$$

so that

$$W-\alpha D_L=(2.224-0.052)\times10^7=2.172\times10^7\ {\rm cm/s}.$$

Relative to the direct velocity, $W$ is 2.4% too high and $W-\alpha D_L$ is 0.02% too low. The next term, $\alpha^2S=5.0\times10^3$ cm/s, accounts for the small remainder. Halving the energy step from 0.5 to 0.25 eV moved $v_{\rm SST}$ by 0.06%, so the 0.02% measures the gradient expansion within one numerical solution, not the absolute accuracy of the velocity.

The bulk coefficients are $W_B=2.375\times10^7$ cm/s and $D_B=1.064\times10^6$ cm$^2$/s. They give $W_B-\alpha D_B=2.319\times10^7$ cm/s. This agrees with $R_0/\alpha=2.319\times10^7$ cm/s, as (12) says it should, and is 6.7% above the actual mean velocity. Putting bulk values into the formula is therefore worse here than ignoring the correction.

The ionization frequencies show the same distinction. Without a gradient, $R_0=1.219\times10^7$ s$^{-1}$. From (11), $R_1=-1.505\times10^6$ cm/s and $R_2=7.4\times10^4$ cm$^2$/s, so

$$R_0+\alpha R_1+\alpha^2R_2=(1.219-0.079+0.002)\times10^7=1.142\times10^7\ {\rm s^{-1}},$$

which matches the directly computed $\nu_{\rm SST}$. The mean energy also falls, from 6.68 to 6.60 eV.

Your estimate $R_0/W$ gives 0.548 cm$^{-1}$, 4% above the true $\alpha$. Two errors partly cancel in it: $R_0$ is 6.7% too large and $W$ is 2.4% too large. Here the reduced ionization frequency outweighs the reduced velocity, so the error in $\alpha$ has the opposite sign to that in the constant-frequency case.

### Is the gradient really the cause?

Ionization also creates slow electrons, so one could suspect that these lower the mean velocity. To separate the effects, replace every ionization by a 15 eV energy loss that releases no electron, and keep the field and all cross sections fixed. Then impose a density $e^{\kappa z}$ and let its amplitude change in time as (5) requires. The mean velocities are:

| $\kappa$ (cm$^{-1}$) | $u$ (cm/s) |
|---:|---:|
| $+0.20$ | $2.174\times10^7$ |
| $0$ | $2.194\times10^7$ |
| $-0.20$ | $2.213\times10^7$ |

A rising density lowers the velocity and a falling density raises it by nearly the same amount, with no ionization present. These values use the 0.5 eV energy step; a finer one raises all three by less than 0.1% and leaves their differences almost unchanged. New electrons do affect the distribution, but that effect is already contained in $W$ and $D_L$ when they are computed for the ionizing gas.

The order of the remainder can be examined in a similar way. Let only 4% and then 2% of the ionizing collisions release an electron, the rest merely losing 15 eV. Between these two cases, $v_{\rm SST}-(W-\alpha D_L)$ scales as $\alpha^{2.00}$, as (2) predicts when $\alpha$ is small.

### An independent particle simulation

Following individual electrons through random collisions avoids both the Legendre expansion and the energy grid. A released swarm gives $W$ as its mean velocity. Multiplying (1) by $z$ and integrating by parts gives $\langle zv_z\rangle=W\langle z\rangle+D_L$, which supplies $D_L$. Because (3) is linear, a steady source is a sum of pulses released at successive times. The time-integrated passage of one swarm through a distant window therefore gives the steady density and velocity.

The results, with standard errors from four runs, are $W=(2.214\pm0.008)\times10^7$ cm/s, $D_L=(1.018\pm0.005)\times10^6$ cm$^2$/s, $\alpha=0.565\pm0.013$ cm$^{-1}$ and $v_{\rm SST}=(2.158\pm0.004)\times10^7$ cm/s. From the simulation's own coefficients,

$$W-\alpha D_L=(2.214-0.058)\times10^7=2.157\times10^7\ {\rm cm/s},$$

where the last digit follows from the unrounded output. This agrees with the simulated steady velocity well within the error of $W$.

The simulation does not reproduce every kinetic value within its standard error. Its $v_{\rm SST}$ is 0.7% lower, $D_L$ is 2.7% higher and $\alpha$ is 7.6% higher. By the quoted errors these are differences of about four, six and three standard errors, though four runs give only a rough error estimate. The time step of 0.035 ns also introduces a bias: a 20 eV electron has a 33% chance of colliding within one step, and the program allows at most one collision per step, so it undercounts collisions. As a rough estimate, reducing the inelastic collision rates in the kinetic solution by the same undercount raises $\alpha$ by about 9%, lowers $v_{\rm SST}$ by about 1% and raises $D_L$ by about 1.5%. These shifts have the same signs and roughly the same sizes as the observed differences, so the time step can account for much of them. The estimate is too crude to match them in detail. The simulation supports the sign and approximate size of the correction, not the 0.02% agreement.

### When the correction matters, and when it fails

The relative correction can be written

$$\frac{\alpha D_L}{W}=\left(\frac{\alpha}{E}\right)\left(\frac{D_LE}{W}\right).$$

In the example, the first factor is $6.5\times10^{-3}$ V$^{-1}$ and the second is 3.6 V, which gives 2.3%. At fixed gas temperature and reduced field, collisions with single gas particles make $\alpha$ proportional to gas density and $D_L$ inversely proportional to it, while $W$ stays fixed. Changing the pressure alone therefore does not remove the correction.

Changing the reduced field does alter it. With the gas density fixed, $W$ exceeds the direct velocity by 0.9% at 150 Td and by 3.6% at 350 Td. The corrected formula is within 0.06% in both cases.

The expansion requires the density to change little over the distance in which an electron gains and loses its energy. A simple scale is the distance over which the field supplies the ionization energy, 1.86 mm here. Multiplied by $\alpha$, it gives 0.10, which is reasonably small.

That scale does not tell you how soon the distribution settles after leaving the cathode. In this model elastic collisions cost no energy and each excitation costs exactly 10 eV, so only ionization erases the memory of the starting energy. If the electrons leave the cathode with nearly equal energies, the density and mean velocity oscillate with a period of about 1.2 mm, and the oscillations fade relative to the avalanche over about 7 mm. A gap of 15 mm may then be too short for a clean exponential. Several excitation levels, as in a real gas, would blur this memory sooner. Near an absorbing anode, too, the profile is no longer a single exponential. Neither (2) nor a constant $\alpha$ should be assumed there.

For a real gap, the pressure and field are in the rough range of low-pressure dc discharges, but the cross sections are round values. The excitation cross section is large compared with that of an atomic gas such as argon, where the total is roughly 1 Å$^2$ or less. The angular model matters too: if excitation left the electron's direction unchanged, $v_{\rm SST}$ would rise by 3.8%, more than the correction under discussion, although $W-\alpha D_L$ with recomputed coefficients would still be within 0.03%. For a 15 mm gap, a rough secondary yield of 0.05 electrons per ion and exponential growth assumed throughout, the feedback product is $0.05(e^{0.788}-1)=0.06$, well below the breakdown value of 1.

An operating processing plasma breaks a different assumption, that of a uniform applied field. The charge per unit area in an exponential electron profile is $en/\alpha$, so unneutralized electrons change the field by 1% when $n=0.01\,\varepsilon_0E\alpha/e=2.3\times10^5$ cm$^{-3}$. For a steady avalanche this is only an upper limit on the allowed electron density. The positive ions drift much more slowly than the electrons, so they accumulate, and their charge distorts the field at a much lower electron density. A processing plasma with, say, $10^9$ electrons per cm$^3$ is far beyond either limit. There the ions neutralize most of the electron charge, but the remaining space charge shapes the field. Between 150 and 350 Td, $W$ in this model varies on average as $E^{0.76}$, so even a 1% field error moves it by about 0.8%, a third of the correction. The formula therefore suits a dilute avalanche below breakdown, not the sheath of a running discharge.

For your model, use $W-\alpha D_L$ with flux coefficients for the mean velocity. To obtain $\alpha$ from swarm data, solve $R_0=\alpha W_B-\alpha^2D_B$ with bulk coefficients and take the smaller root. With the values above this gives 0.5255 cm$^{-1}$, against 0.5254 cm$^{-1}$ from the direct solution on the same energy grid. The remaining values are in the numerical output below.

## Computed values

```
pressure 1.0 Torr; temperature 300 K
gas density 3.2188e+16 cm^-3
reduced field 250 Td; field 80.47 V/cm
elastic cross section 10.0 angstrom^2
excitation: 5.0*(1-10/energy) angstrom^2
ionization: 3.0*(1-15/energy) angstrom^2
mean energy, no gradient 6.677 eV
mean energy, steady avalanche 6.597 eV
flux W 2.2243e+07 cm/s
flux D_L 9.9039e+05 cm^2/s
alpha 0.5254 cm^-1
alpha D_L 5.2036e+05 cm/s
W-alpha D_L 2.1722e+07 cm/s
direct steady velocity 2.1727e+07 cm/s
error of using W 2.37 %
error of W-alpha D_L -0.02 %
next term alpha^2 S 4.994e+03 cm/s
R0 1.2186e+07 s^-1
steady ionization frequency 1.1416e+07 s^-1
bulk W 2.3748e+07 cm/s
bulk D_L 1.0640e+06 cm^2/s
bulk W-alpha D_L 2.3189e+07 cm/s
R0/alpha 2.3194e+07 cm/s
particle W 2.2141e+07 +/- 8.0e+04 cm/s
particle D_L 1.0176e+06 +/- 4.6e+03 cm^2/s
particle steady velocity 2.1576e+07 +/- 3.7e+04 cm/s
particle alpha 5.6519e-01 +/- 1.3e-02 cm^-1
weak-ionization remainder order 1.999 (dimensionless)
weak-ionization bulk order 2.003 (dimensionless)
no ionization, imposed gradient +/-0.20 cm^-1
  velocity, rising density 2.1744e+07 cm/s
  velocity, zero gradient 2.1937e+07 cm/s
  velocity, falling density 2.2131e+07 cm/s
mesh 0.50 to 0.25 eV: v shift 0.058 %
4 to 6 Legendre terms: v shift -0.006 %
150 Td: alpha 0.1406 cm^-1; W 1.4919e+07 cm/s
  W-alpha D_L 1.4778e+07 cm/s; direct 1.4779e+07 cm/s
350 Td: alpha 1.0358 cm^-1; W 2.8346e+07 cm/s
  W-alpha D_L 2.7342e+07 cm/s; direct 2.7357e+07 cm/s
recoil/field power, 40 u gas 0.0577 %
gas thermal/mean electron energy 0.581 %
forward excitation: v shift 3.80 %
  its W-alpha D_L error -0.03 %
ionization-energy distance 1.864 mm
gap 15.0 mm; rough secondary yield 0.05
cathode feedback product 0.0600 (breakdown at 1)
density for 1% field change over 1/alpha 2.337e+05 cm^-3
```
